# Two-photon annihilation of P-wave positronium: selection rules and widths, part 2

An electron and a positron of mass $m$, bound with $L=1$, $S=1$, form the levels ${}^3P_0$, ${}^3P_1$, ${}^3P_2$, whose annihilation into two photons is studied. The relative wave function is $\psi(\mathbf r)=R(r)Y_{LM}(\hat{\mathbf r})$ with $\int R^2r^2dr=1$. Parts (a) to (f) use $\hbar=c=1$, $e^2=4\pi\alpha$ and the metric $(+,-,-,-)$; numbers are in Hartree atomic units.

**From (a).** Back-to-back photons along $z$ are in the state
$$|c\rangle=\sum_{a,b\in\{x,y\}}c_{ab}\,a_a^\dagger(k\hat{\mathbf z})\,a_b^\dagger(-k\hat{\mathbf z})|0\rangle .$$
Here $J_z=\lambda_1-\lambda_2$ in terms of helicities. The matrices $\delta_{ab}$ and $\epsilon_{ab}$ have $J_z=0$, the symmetric traceless ones $J_z=\pm2$. A massive $J=1$ state cannot decay to two real photons (Landau–Yang theorem).

**From (b).** The independent amplitudes for $J=0,\dots,4$ number $2,0,3,1,3$; for $J=2$, two have $J_z=0$. Distinguishable quanta give $2,2,4,4,4$, exchange-antisymmetric states $0,2,1,3,1$. The theorem does not cover a virtual photon, which is distinguishable from a real one and can be longitudinal. The pair has $C=(-1)^{L+S}$, a photon $C=-1$.

**From (c).** In the centre-of-mass frame the electron and positron have momenta $\pm\mathbf p$ and energy $E$ each, and the photons leave along $\pm\mathbf n$. The conjugated polarizations are $e_i=\varepsilon_i^*=(0,\mathbf e_i)$ with $\mathbf e_i\cdot\mathbf n=0$. The two-component spinors are $\xi$ (electron) and $\eta$ (positron), and $t=\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)$. The tree amplitude, a diagram plus the crossed one with the photons exchanged, is
$$\mathcal M=e^2\,\eta^\dagger\left[-2i\,\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)+\frac2m\,T_{ij}\,\sigma_ip_j\right]\xi+O(p^2/m^2),$$
$$T_{ij}=(\mathbf e_1\cdot\mathbf e_2)\,n_in_j+e_{1i}e_{2j}+e_{2i}e_{1j}.$$
The $n_in_j$ term comes from expanding the propagator denominators. A program compared this formula with the exact amplitude: the difference falls by 4.014 when $p$ is halved from $0.02m$.

**(d) Build the amplitude for a bound $nP$ triplet state and find the property of $R(r)$ on which it depends.**

*Solution.* One-particle states obey $\langle\mathbf p'|\mathbf p\rangle=2E(2\pi)^3\delta^3(\mathbf p-\mathbf p')$. A nonrelativistic bound state of mass $M_B\approx2m$ at rest is
$$|B\rangle=\sqrt{2M_B}\int\frac{d^3p}{(2\pi)^3}\,\frac{\tilde\psi(\mathbf p)}{2m}\,|\mathbf p,-\mathbf p\rangle,\qquad \psi(\mathbf r)=\int\frac{d^3p}{(2\pi)^3}e^{i\mathbf p\cdot\mathbf r}\tilde\psi(\mathbf p).$$
In the norm the pair states give $(2m)^2(2\pi)^6$ times delta functions of total and relative momentum. The factor $(2m)^2$ cancels, $\int d^3p\,|\tilde\psi|^2/(2\pi)^3=1$, and what remains is $2M_B(2\pi)^3\delta^3(\mathbf P-\mathbf P')$, as for one particle. The mismatch between $2E$ and $M_B$ is of relative order $p^2/m^2$ and is dropped. Then $\mathcal M_B=\frac{\sqrt{2M_B}}{2m}\int\frac{d^3p}{(2\pi)^3}\tilde\psi\,\mathcal M$.

Spin. A positron with spin state $\chi$ has $\eta=-i\sigma_2\chi^*$. Because $\sigma_2\boldsymbol\sigma^*\sigma_2=-\boldsymbol\sigma$, this $\eta$ rotates as a spinor, and $\eta^\dagger$ is linear in $\chi$, as an incoming state requires. Explicitly $\eta_\uparrow=(0,1)^T$, $\eta_\downarrow=(-1,0)^T$. For a spin state with coefficients $c_{st}$, $\sum c_{st}\eta_t^\dagger O\xi_s=\mathrm{Tr}[O\Pi]$ with $\Pi=\sum c_{st}\xi_s\eta_t^\dagger$. Let $\boldsymbol\epsilon_0=\hat{\mathbf z}$, $\boldsymbol\epsilon_{\pm1}=\mp(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$, $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$. Then $\uparrow\uparrow$ gives $\Pi=\sigma_+$ and $\downarrow\downarrow$ gives $-\sigma_-$. The products $\xi_\uparrow\eta_\downarrow^\dagger=-\mathrm{diag}(1,0)$ and $\xi_\downarrow\eta_\uparrow^\dagger=\mathrm{diag}(0,1)$ give $-\sigma_z/\sqrt2$ for the symmetric and $-1/\sqrt2$ for the antisymmetric combination. All three triplet cases read $\Pi=-\boldsymbol\sigma\cdot\boldsymbol\epsilon_{M_S}/\sqrt2$. With $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$, the triplet has $\mathrm{Tr}[\sigma_i\Pi]=-\sqrt2\,\epsilon_{M_S,i}$ and $\mathrm{Tr}\,\Pi=0$, and the singlet has $\mathrm{Tr}\,\Pi=-\sqrt2$ and $\mathrm{Tr}[\sigma_i\Pi]=0$.

Orbit. Differentiating the Fourier integral at the origin gives $\int\frac{d^3p}{(2\pi)^3}p_j\tilde\psi=-i\partial_j\psi(0)$. For $L=1$, $Y_{1M_L}=\sqrt{3/4\pi}\,\boldsymbol\epsilon_{M_L}\cdot\hat{\mathbf r}$ and $R\approx R'(0)\,r$, so $\psi\approx\sqrt{3/4\pi}\,R'(0)\,\boldsymbol\epsilon_{M_L}\cdot\mathbf r$ and $\partial_j\psi(0)=\sqrt{3/4\pi}\,R'(0)\,\epsilon_{M_L,j}$.

Coupling with Clebsch–Gordan coefficients,
$$\mathcal M_B=\frac{\sqrt{2M_B}}{2m}\,e^2\,\frac2m\,(-\sqrt2)(-i)\sqrt{\frac3{4\pi}}\,R'(0)\,T_{ij}E^{JM}_{ij},\quad E^{JM}_{ij}=\sum_{M_L,M_S}\langle1M_L1M_S|JM\rangle\,\epsilon_{M_S,i}\,\epsilon_{M_L,j}.$$
Annihilation takes place within a distance $1/m$, the range of the virtual fermion propagator. A P wave vanishes at contact, so the amplitude is proportional to the slope $R'(0)$, and the width to $|R'(0)|^2$.

The accuracy of this step can be estimated for a Coulomb 2P state, $R=R'(0)\,r\,e^{-\kappa r}$ with $\kappa=m\alpha/4$ from (g). The plane-wave expansion gives $\tilde\psi=-i\varphi(p)Y_{1M_L}(\hat{\mathbf p})$ with $\varphi=4\pi\int r^2j_1(pr)R\,dr$. From $\int r^2j_0(pr)e^{-\kappa r}dr=\frac1p\int r\sin(pr)e^{-\kappa r}dr=2\kappa/(p^2+\kappa^2)^2$ and $rj_1(pr)=-\partial_pj_0(pr)$,
$$\varphi(p)=\frac{32\pi\kappa\,R'(0)\,p}{(p^2+\kappa^2)^3}.$$
The leading integral $\int p^3\varphi\,dp\propto\kappa\int p^4dp/(p^2+\kappa^2)^3$ is independent of $\kappa$ by scaling and converges at $p\sim\kappa$. The next term of a P wave carries an extra $p^2/m^2$, and $\int p^5\varphi\,dp/m^2$ grows linearly up to $p\sim m$, where the expansion stops. Its size relative to the leading term is $\kappa m/m^2\sim\alpha$, the order of one-loop corrections. The widths below therefore hold up to relative corrections of order $\alpha$.

**(e) Evaluate $S_J=\frac1{2J+1}\sum_M\sum_{\rm pol}|T_{ij}E^{JM}_{ij}|^2$ for $J=0,1,2$ and find which photon helicities each level emits.**

*Solution.* The nine $E^{JM}$ are orthonormal tensors, because the $\boldsymbol\epsilon_M$ are orthonormal and the Clebsch–Gordan matrix is unitary. Rank-two tensors split under rotations into the trace, the antisymmetric part and the symmetric traceless part, of dimensions $1,3,5$. These match $2J+1$, so they are the $J=0,1,2$ spaces. For real $T$, $\sum_M|T_{ij}E^{JM}_{ij}|^2$ is the squared norm of the projection of $T$ on the space $J$, with $|T|^2=\sum_{ij}T_{ij}^2$. The unit tensor for $J=0$ is $\delta_{ij}/\sqrt3$ up to sign, so that projection has squared norm $(\mathrm{tr}\,T)^2/3$.

Since $T$ is symmetric, $S_1=0$, in agreement with (a).

The norms do not depend on $\mathbf n$, so take $\mathbf n=\hat{\mathbf z}$ and linear polarizations $(\mathbf e_1\mathbf e_2)$: $T(xx)=\mathrm{diag}(2,0,1)$, $T(yy)=\mathrm{diag}(0,2,1)$, and $T(xy)=T(yx)$ has $T_{xy}=T_{yx}=1$ and zeros elsewhere. The squared norms add to $5+5+2+2=14$. The trace parts add to $9/3+9/3+0+0=6$. Hence
$$S_0=6,\qquad S_1=0,\qquad S_2=\frac{14-6}{5}=\frac85 .$$

The same sum in the basis of (a) shows the helicities. The state $(xx+yy)/\sqrt2$ has $T=\sqrt2\,\delta_{ij}$, a pure trace of squared norm 6. The state $(xy-yx)/\sqrt2$ has $T=0$; it is the state fed by the ${}^1S_0$ term $t$. The states $(xx-yy)/\sqrt2$ and $(xy+yx)/\sqrt2$ span $J_z=\pm2$ and give traceless tensors, $\sqrt2\,\mathrm{diag}(1,-1,0)$ and $\sqrt2\,T(xy)$, each of squared norm 4. So ${}^3P_0$ emits equal helicities with parallel linear polarizations. At this order ${}^3P_2$ emits only opposite helicities, although (b), which did not use parity, allows a $J=2$ state two $J_z=0$ amplitudes. The one to $(xx+yy)/\sqrt2$ vanishes because the $n_in_j$ term from the denominators completes $T$ to a multiple of $\delta_{ij}$, which has no traceless part. That zero holds only at this order. The one to $(xy-yx)/\sqrt2$ vanishes here because $T$ is symmetric under $\mathbf e_1\leftrightarrow\mathbf e_2$, and it vanishes to all orders in QED by parity: $a_a^\dagger(\mathbf k)\to-a_a^\dagger(-\mathbf k)$ sends $c\to c^T$, so this state is odd, while the ${}^3P_J$ levels have parity $(-1)^{L+1}=+1$.

**(f) Find the widths and the ratio $\Gamma({}^3P_0)/\Gamma({}^3P_2)$, and check the normalization on ${}^1S_0$.**

*Solution.* The two-body phase space for massless particles is
$$\int\frac{d^3k_1\,d^3k_2}{(2\pi)^6\,4k_1k_2}(2\pi)^4\delta^4(P-k_1-k_2)=\frac1{16\pi^2}\int d\Omega\int dk\,\delta(M_B-2k)=\frac1{8\pi}\int\frac{d\Omega}{4\pi}.$$
Integration over all directions counts each state of two identical photons twice, which a factor $\frac12$ corrects. After the angular integral no direction is singled out, so the width is the same for every $M$ and equals its average over $M$, which is the quantity in (e). Then
$$\Gamma_J=\frac12\cdot\frac1{2M_B}\cdot\frac1{8\pi}\cdot\frac{2M_B}{4m^2}\cdot e^4\cdot\frac4{m^2}\cdot2\cdot\frac3{4\pi}\,|R'(0)|^2S_J=\frac{3e^4}{32\pi^2m^4}|R'(0)|^2S_J .$$
With $e^4=16\pi^2\alpha^2$ the prefactor is $\frac32\alpha^2/m^4$, and
$$\Gamma({}^3P_0)=\frac{9\alpha^2|R'(0)|^2}{m^4},\qquad\Gamma({}^3P_2)=\frac{12}{5}\frac{\alpha^2|R'(0)|^2}{m^4},\qquad\frac{\Gamma({}^3P_0)}{\Gamma({}^3P_2)}=\frac{6}{8/5}=\frac{15}4 .$$
The ratio assumes that both levels share one radial function, which holds when fine structure and ${}^3P_2$–${}^3F_2$ mixing are neglected. At this order it does not depend on the binding potential, provided that $R\propto r$ near the origin and that the momenta in the state obey $p\ll m$. A size much larger than $1/m$ is needed for this, but it is not enough for a highly excited radial state. In ordinary units the width is $\hbar c\,\alpha^2(\hbar/mc)^4|R'(0)|^2$ times the coefficient. Hartree units have $\hbar=m=1$, $c=1/\alpha$, so $\alpha^2/m^4\to\alpha^5$.

For ${}^1S_0$ the zeroth-order term gives $\int d^3p\,\tilde\psi/(2\pi)^3=\psi(0)$, a spin factor $|-\sqrt2|^2=2$, and $\sum_{\rm pol}|2t|^2=4+4=8$. So $\Gamma=\frac1{16\pi}\cdot\frac1{4m^2}\cdot16\pi^2\alpha^2\cdot16\,|\psi(0)|^2=4\pi\alpha^2|\psi(0)|^2/m^2$, which is $4\pi\alpha^3|\psi(0)|^2$ in Hartree units.

The program tests these results from the unexpanded Dirac amplitude. With the same phase space, that amplitude reproduces Dirac's closed-form annihilation cross section at $p=0.5m$, $3.8918\,\alpha^2/m^2$. Projected on partial waves by quadrature and extrapolated to $p\to0$, it gives $S_0=6.000000$ and $S_2=1.600000$. For a free pair at $p=0.3m$, the direction-averaged $\sum_{\rm pol}|a|^2$ of the projected amplitude $a$, in units of $e^4$, stays below the tested bound $10^{-22}$ for all ${}^3S_1$, ${}^1P_1$ and ${}^3P_1$ states, so their vanishing is not a feature of the expansion. The same quantity is 17.2 for ${}^3S_1$ with the crossed diagram removed; a single diagram is not gauge invariant, so this value belongs to the choice $e_i=(0,\mathbf e_i)$ with $\mathbf e_i\cdot\mathbf n=0$. It is 1.43 for ${}^3P_1$ when photon 1 has energy $0.8E$ and photon 2 is virtual, summed over the two transverse and the longitudinal polarization of photon 2. The ${}^3P_0/{}^3P_2$ ratio at $p=0.3m$ is 3.6415, which is 2.9% below $15/4$ at $p^2/m^2=0.09$, so $15/4$ is a threshold value.

**(g) Evaluate the widths for positronium 2P and 3P with Schrödinger–Coulomb wave functions, and compare with $1\,{}^1S_0$ annihilation and with the radiative decay $2P\to1S$.**

*Solution.* The reduced mass is $\frac12$, so $u=rR$ obeys $-u''+2u/r^2-u/r=Eu$ in Hartree units. Let $\mathcal L=-d^2/dr^2+2/r^2-1/r+\kappa^2$ with $E=-\kappa^2$. Differentiating twice,
$$\mathcal L\,r^2e^{-\kappa r}=(4\kappa-1)\,r\,e^{-\kappa r},\qquad \mathcal L\,r^3e^{-\kappa r}=\left[-4r+(6\kappa-1)r^2\right]e^{-\kappa r}.$$
For 2P, $u=Nr^2e^{-\kappa r}$ needs $\kappa=\frac14\ \mathrm{bohr}^{-1}$, so $E=-0.0625\,E_h$. Here $N=R'(0)$, and $N^{-2}=4!/(2\kappa)^5=768$, so $|R'(0)|^2=1.30208\times10^{-3}\ \mathrm{bohr}^{-5}$. For 3P, $u=Nr^2(1-br)e^{-\kappa r}$ needs $6\kappa=1$ and $4\kappa-1+4b=0$, so $\kappa=\frac16$, $b=\frac1{12}$, $E=-0.027778\,E_h$. With $2\kappa=\frac13$, $N^{-2}=4!\,3^5-2b\,5!\,3^6+b^2\,6!\,3^7=5832-14580+10935=2187$, so $|R'(0)|^2=4.57247\times10^{-4}\ \mathrm{bohr}^{-5}$. A basis-set diagonalization in the program confirms both slopes.

With $\alpha=7.29735\times10^{-3}$, $\alpha^5=2.0693\times10^{-11}$. A width in $E_h$ becomes a rate on division by the atomic unit of time, $2.418884\times10^{-17}$ s. For 2P:
$$\Gamma(2\,{}^3P_0)=\tfrac{9}{768}\alpha^5=\tfrac3{256}\alpha^5=1.171875\times10^{-2}\times2.0693\times10^{-11}=2.425\times10^{-13}\,E_h,$$
$$\Gamma(2\,{}^3P_2)=\tfrac{12}{5\cdot768}\alpha^5=\tfrac1{320}\alpha^5=3.125\times10^{-3}\times2.0693\times10^{-11}=6.467\times10^{-14}\,E_h,$$
which are $1.00\times10^4\ \mathrm s^{-1}$ and $2.67\times10^3\ \mathrm s^{-1}$. For 3P both scale by $768/2187$, to $8.52\times10^{-14}\,E_h$ ($3.52\times10^3\ \mathrm s^{-1}$) and $2.27\times10^{-14}\,E_h$ ($9.39\times10^2\ \mathrm s^{-1}$). These are leading-order values. The neglected terms of relative order $\alpha$ are of the size of one percent, so the third figure, and in some values the second, can change; the same holds for the ${}^1S_0$ width and the branching fractions below.

The ground state solves $-u''-u/r=Eu$ with $u=Nre^{-r/2}$, $E=-\frac14$, $N^{-2}=2!=2$. Then $|\psi(0)|^2=N^2/4\pi=0.039789\ \mathrm{bohr}^{-3}$ and $\Gamma(1\,{}^1S_0)=\alpha^3/2=1.943\times10^{-7}\,E_h=8.03\times10^9\ \mathrm s^{-1}$. The ratio $\Gamma(2\,{}^3P_0)/\Gamma(1\,{}^1S_0)=3\alpha^2/128=1.25\times10^{-6}$. The factor $\alpha^2$ is the cost of the gradient: the reduced Compton wavelength $\hbar/mc$ over the Bohr radius, squared.

The electric dipole of the pair has magnitude $|\mathbf r|$ in units of $e$, with $\mathbf r$ the relative coordinate. In Hartree units a photon mode in unit volume couples with squared matrix element $2\pi\omega|\boldsymbol\varepsilon^*\cdot\mathbf r_{fi}|^2$, the mode density is $\omega^2\alpha^3d\omega\,d\Omega/(2\pi)^3$, and $\int d\Omega\sum_{\rm pol}|\boldsymbol\varepsilon^*\cdot\mathbf r_{fi}|^2=\frac{8\pi}3|\mathbf r_{fi}|^2$. The golden rule gives $2\pi\cdot2\pi\omega\cdot\frac{\omega^2\alpha^3}{8\pi^3}\cdot\frac{8\pi}3|\mathbf r_{fi}|^2=\frac43\alpha^3\omega^3|\mathbf r_{fi}|^2$. The angular factor is $|\langle Y_{00}|\cos\theta|Y_{10}\rangle|^2=\frac13$, the same for every $M_L$, and the spin is a spectator. The radial integral is $d=\frac1{\sqrt2}\frac1{\sqrt{768}}\frac{4!}{(3/4)^5}=2.5805$ bohr and $\omega=0.25-0.0625=0.1875\,E_h$. The rate is
$$\tfrac49\alpha^3\omega^3d^2=\tfrac49\times3.8859\times10^{-7}\times6.5918\times10^{-3}\times6.6591=7.581\times10^{-9}\,E_h=3.13\times10^8\ \mathrm s^{-1}.$$
Counting these two channels only, the two-photon branching fractions are $1.0025\times10^4/3.1342\times10^8=3.20\times10^{-5}$ for $2\,{}^3P_0$ and $2.6734\times10^3/3.1342\times10^8=8.53\times10^{-6}$ for $2\,{}^3P_2$. A free $2\,{}^3P_0$ or $2\,{}^3P_2$ atom almost always radiates to $1\,{}^3S_1$ before it annihilates. For $2\,{}^3P_1$ the Landau–Yang theorem closes the two-photon channel and $C=+1$ closes the three-photon channel, so direct annihilation into real photons needs at least four.

## Computed results

```
states for J=0..4, real photons: [2, 0, 3, 1, 3]
  exchange-antisymmetric: [0, 2, 1, 3, 1]
  distinguishable: [2, 2, 4, 4, 4]
  Bose, longitudinal allowed, J=1: 2
sigma(p=0.5 m): amplitude 3.89182088, Dirac 3.89182088 alpha^2/m^2
first-order reduction: error ratio on halving p = 4.014
p=0.3 m, sum|a|^2 (e^4):
  largest J=1 state (3S1,1P1,3P1): 6.6e-30
  3S1, one diagram only: 17.2171
  3P1, photon 2 virtual (omega1=0.8E): 1.4312
  3P0/3P2 ratio at p=0.3 m: 3.6415
from T: sum|T|^2 = 14.0000, trace part = 6.0000, S2 = 1.6000
exact amplitude, p->0: S0 = 6.000000, S2 = 1.600000
  S2 equal helicities 1.7e-09, opposite 1.600000
  ratio S0/S2 = 3.750000
alpha = 7.2973525643e-03, atomic time = 2.418884e-17 s, a = 2 bohr
2P: E = -0.06250000 Eh, |R'(0)|^2 = 1.30208333e-03 bohr^-5
3P: E = -0.02777778 Eh, |R'(0)|^2 = 4.57247371e-04 bohr^-5
2P: int p^3 phi dp/(2pi)^3 = 8.61451399e-03, 3R'(0)/(4pi) = 8.61451399e-03 bohr^-5/2
3P0: Gamma/(alpha^5 |R'|^2) = 9.00000
2 3P0: 1.171875e-02 alpha^5 Eh = 2.4250e-13 Eh = 1.0025e+04 1/s
3 3P0: 8.5157e-14 Eh = 3.5205e+03 1/s
3P2: Gamma/(alpha^5 |R'|^2) = 2.40000
2 3P2: 3.125000e-03 alpha^5 Eh = 6.4666e-14 Eh = 2.6734e+03 1/s
3 3P2: 2.2709e-14 Eh = 9.3880e+02 1/s
width ratio 3P0/3P2 = 3.75000
1 1S0: |psi(0)|^2 = 0.039789 bohr^-3, Gamma = 1.9430e-07 Eh = 8.0325e+09 1/s
2P->1S E1: omega = 0.187500 Eh, radial dipole = 2.580532 bohr
  rate = 7.5812e-09 Eh = 3.1342e+08 1/s
branching 2 3P0 -> 2 photons = 3.199e-05
branching 2 3P2 -> 2 photons = 8.530e-06
Gamma(2 3P0)/Gamma(1 1S0) = 1.248e-06
```
